# Dopant profile of a Gaussian implant into a sputtering surface

An ion beam that dopes a solid also sputters atoms from its surface. At low fluence the erosion is negligible and the dopant profile copies the distribution of stopping depths. If each ion removes more atoms than it adds, the surface at high fluence recedes by a distance comparable with the ion range, so that ions arriving late stop deeper in the original material than ions arriving early, and dopant implanted earlier is carried to the surface and removed. This problem finds the profile that results.

**Setting.** A flat, amorphous, initially undoped target has atomic density $N$. The fluence $\Phi$ is the number of incident ions per unit area. Each ion removes on average $Y$ target atoms, where $Y$ counts all sputtered atoms, dopant included. Depth $x\ge 0$ is measured inward from the surface as it is at that moment. The probability density for an ion to stop at depth $x$ is

$$g(x)=\frac{1}{\sqrt{2\pi}\,\sigma}\exp\left[-\frac{(x-R_p)^2}{2\sigma^2}\right],$$

with projected range $R_p$ and straggling $\sigma$. The Gaussian has a tail at $x<0$, which is taken to represent ions that do not stay in the target. Two integrals of $g$ will be useful:

$$Q(x)=\int_x^\infty g(u)\,du,\qquad P_0=Q(0).$$

$Q(x)$ is the fraction of ions stopping deeper than $x$, and $P_0$ is the fraction that lands in the target.

The quantities $Y$, $R_p$ and $\sigma$ are constant. Diffusion, mixing of atoms by the collision cascades and preferential sputtering of one species are left out. Until part (f) the volume of the implanted atoms is neglected as well, which is reasonable when $Y\gg1$, because each ion then adds much less material than it removes.

## (a) The balance in the frame of the surface

**Find the equation obeyed by the dopant density $n(x,\Phi)$.**

**Solution.** An increment $d\Phi$ removes $Y\,d\Phi$ atoms per unit area. These filled a layer of thickness $(Y/N)\,d\Phi$, so the total eroded depth is

$$d=\frac{Y\Phi}{N}.$$

Let $X$ be the depth measured from the original surface. The material does not move in this coordinate; the surface does, and it lies at $X=d$. Hence $x=X-Y\Phi/N$.

Write $\tilde n(X,\Phi)$ for the dopant density at a fixed place in the material. With no diffusion or mixing it changes through implantation alone:

$$\left.\frac{\partial\tilde n}{\partial\Phi}\right|_X=g\!\left(X-\frac{Y\Phi}{N}\right).$$

The same density in the surface frame is $n(x,\Phi)=\tilde n(x+Y\Phi/N,\;\Phi)$. Differentiating at fixed $x$, the chain rule gives two terms, because $\Phi$ enters both arguments:

$$\left.\frac{\partial n}{\partial\Phi}\right|_x=\left.\frac{\partial\tilde n}{\partial\Phi}\right|_X+\frac{Y}{N}\frac{\partial\tilde n}{\partial X}.$$

At fixed $\Phi$ the two depths differ by a constant, so $\partial\tilde n/\partial X=\partial n/\partial x$. Therefore

$$\frac{\partial n}{\partial\Phi}=\frac{Y}{N}\frac{\partial n}{\partial x}+g(x),\qquad n(x,0)=0.$$

The plus sign says that material drifts towards smaller $x$: where the density increases with depth, erosion brings richer material to the place of observation.

Time does not appear. For a beam of flux $J(t)$ one has $d\Phi=J\,dt$, and both the erosion and the source are proportional to $J$. Within this model a varying beam current changes how soon a given profile is reached, but not the profile at a given fluence.

## (b) Integration of the source

**Solve the equation and express the profile through error functions. Does it need a boundary condition at the surface?**

**Solution.** Follow the piece of material that is at depth $x$ when the fluence is $\Phi$. At an earlier fluence $\Phi'$ less had been eroded, and its depth was

$$x_c(\Phi')=x+\frac{Y}{N}(\Phi-\Phi').$$

Since $dx_c/d\Phi'=-Y/N$, the density along this path changes as

$$\frac{d}{d\Phi'}n\big(x_c(\Phi'),\Phi'\big)=\frac{\partial n}{\partial\Phi'}-\frac{Y}{N}\frac{\partial n}{\partial x_c}=g\big(x_c(\Phi')\big),$$

where the last step uses the result of (a). The density was zero at $\Phi'=0$, so

$$n(x,\Phi)=\int_0^\Phi g\!\left(x+\frac{Y}{N}(\Phi-\Phi')\right)d\Phi'.$$

Substitute $u=x+(Y/N)(\Phi-\Phi')$. Then $d\Phi'=-(N/Y)\,du$, and the limits $0$ and $\Phi$ become $x+d$ and $x$. The minus sign reverses the limits:

$$n(x,\Phi)=\frac{N}{Y}\int_x^{x+d}g(u)\,du.$$

With $t=(u-R_p)/(\sqrt2\,\sigma)$ one has $g(u)\,du=e^{-t^2}dt/\sqrt\pi$. Because $\operatorname{erf}(a)=(2/\sqrt\pi)\int_0^a e^{-t^2}dt$, each limit contributes half an error function:

$$\boxed{\,n(x,\Phi)=\frac{N}{2Y}\left[\operatorname{erf}\frac{x-R_p+d}{\sqrt2\,\sigma}-\operatorname{erf}\frac{x-R_p}{\sqrt2\,\sigma}\right],\quad d=\frac{Y\Phi}{N}\,}$$

Substitution confirms it. From the integral form, $\partial n/\partial\Phi=g(x+d)$, while $(Y/N)\,\partial n/\partial x=g(x+d)-g(x)$. Their difference is $g(x)$, as required.

No boundary condition is needed at $x=0$. The material found at $x\ge0$ came from greater depth, so information travels towards the surface and leaves there. For the same reason the integral runs over $u\ge x\ge0$, and the part of the Gaussian outside the target does not enter the profile.

If $Y$ varied with fluence, the path integral could still be written with the actual eroded depth, but the change of variable would leave $1/Y$ inside the integral. The difference of two error functions relies on constant $Y$.

## (c) Small erosion and the motion of the peak

**Recover the ordinary implant profile with its first correction, and find where the density is greatest at any fluence.**

**Solution.** The profile is $g$ integrated over a window of width $d$. Let $m=x+d/2$ be the middle of the window and expand about it:

$$\int_{-d/2}^{d/2}g(m+v)\,dv=g(m)\,d+\frac{g''(m)}{2}\int_{-d/2}^{d/2}v^2dv+\dots=g(m)\,d+\frac{d^3}{24}g''(m)+\dots$$

The term with $g'$ vanishes because $v$ is odd. Differentiating the Gaussian twice gives $g''=g\,[(m-R_p)^2/\sigma^2-1]/\sigma^2$. Since $(N/Y)\,d=\Phi$,

$$n=\Phi\,g(m)\left\{1+\frac{d^2}{24\sigma^2}\left[\frac{(m-R_p)^2}{\sigma^2}-1\right]+\dots\right\}.$$

As $d\to0$ this becomes $\Phi g(x)$. The first effect of erosion is a shift of the Gaussian towards the surface by $d/2$, half the eroded depth, because the ions arrived on average when half the erosion had taken place. The next effect is a broadening: the correction is negative near the centre and positive beyond one $\sigma$ from it.

For the peak at any fluence, use

$$\frac{\partial n}{\partial x}=\frac{N}{Y}\,[g(x+d)-g(x)].$$

This is positive when $x+d$ lies closer to $R_p$ than $x$ does, that is, when $(x-R_p+d)^2<(x-R_p)^2$. Expanding the left side leaves $2d(x-R_p)+d^2<0$, or $x<R_p-d/2$. The density therefore rises up to that depth and falls beyond it:

$$x_{\rm peak}=\begin{cases}R_p-d/2,&d\le2R_p,\\0,&d>2R_p.\end{cases}$$

While the peak is buried, the arguments of the two error functions there are $\pm d/(2\sqrt2\,\sigma)$. As erf is odd,

$$n_{\rm peak}=\frac{N}{Y}\operatorname{erf}\frac{d}{2\sqrt2\,\sigma}\qquad(d\le2R_p).$$

## (d) Saturation

**Find the limiting profile and the fluence at which the density is within 1% of it at every depth.**

**Solution.** In terms of $Q$ the profile is $n=(N/Y)[Q(x)-Q(x+d)]$. As $d\to\infty$ the second term vanishes:

$$n_\infty(x)=\frac{N}{Y}Q(x)=\frac{N}{2Y}\operatorname{erfc}\frac{x-R_p}{\sqrt2\,\sigma},\qquad n_\infty(0)=\frac{NP_0}{Y}.$$

The surface value has a direct meaning. In the steady state each ion adds $P_0$ dopant atoms on average and removes $Y$ atoms, of which a fraction $n_\infty(0)/N$ is dopant. Equating gain and loss gives $n_\infty(0)/N=P_0/Y$. A high sputter yield thus limits the concentration that implantation can reach, whatever the fluence.

The deficit relative to the limit is

$$\frac{n_\infty-n}{n_\infty}=\frac{Q(x+d)}{Q(x)}.$$

To find where it is largest, differentiate its logarithm. With $h=g/Q$ and $Q'=-g$,

$$\frac{d}{dx}\ln\frac{Q(x+d)}{Q(x)}=h(x)-h(x+d).$$

This is negative if $h$ increases with depth. Using $g'=-(x-R_p)g/\sigma^2$,

$$h'=\frac{g'}{Q}+\frac{g^2}{Q^2}=h\left[h-\frac{x-R_p}{\sigma^2}\right].$$

For $x\le R_p$ the bracket is clearly positive. For $x>R_p$, the factor $(u-R_p)/(x-R_p)$ exceeds one throughout $u>x$, so

$$Q(x)<\int_x^\infty\frac{u-R_p}{x-R_p}\,g(u)\,du=\frac{\sigma^2g(x)}{x-R_p},$$

which means $h>(x-R_p)/\sigma^2$. The bracket is again positive. Hence the relative deficit falls with depth, and the surface is the last place to saturate. The 1% criterion is

$$Q(d_{99})=0.01\,P_0,\qquad \Phi_{99}=\frac{N\,d_{99}}{Y}.$$

When $P_0$ is close to 1, the target must be eroded through the range and a little over two stragglings more, since the upper tail of a normal distribution falls to 1% at about $2.33\,\sigma$.

## (e) Retained dose

**How much dopant remains in the target, and where has the rest gone?**

**Solution.** The retained dose is

$$D=\int_0^\infty n\,dx=\frac{N}{Y}\int_0^\infty[Q(x)-Q(x+d)]\,dx=\frac{N}{Y}[H(0)-H(d)],$$

where $H(a)=\int_a^\infty Q(x)\,dx$. Integrate by parts, taking $x-a$ as the integral of $1$. The boundary term $(x-a)Q(x)$ vanishes at both ends, and $Q'=-g$ leaves

$$H(a)=\int_a^\infty(x-a)g\,dx=\int_a^\infty(x-R_p)g\,dx-(a-R_p)Q(a).$$

Since $(x-R_p)g=-\sigma^2g'$, the remaining integral is $\sigma^2g(a)$, and

$$H(a)=\sigma^2g(a)-(a-R_p)Q(a).$$

At large fluence $H(d)\to0$ and $D_\infty=(N/Y)[\sigma^2g(0)+R_pP_0]$. For $R_p\gg\sigma$ this is close to $NR_p/Y$: the target holds a layer about one range thick at density $N/Y$.

There is a simple value at $d=2R_p$, when the peak reaches the surface. By symmetry $g(2R_p)=g(0)$ and $Q(2R_p)=1-P_0$, so that

$$H(0)-H(2R_p)=R_pP_0+R_p(1-P_0)=R_p,$$

and $D=NR_p/Y$ at that fluence for any $\sigma$.

The loss follows by integrating the equation of (a) over depth. The drift term gives $(Y/N)[n(\infty)-n(0)]=-(Y/N)\,n(0)$, and the source gives $P_0$:

$$\frac{dD}{d\Phi}=P_0-\frac{Y}{N}n(0,\Phi)\quad\Rightarrow\quad \Phi P_0=D+\frac{Y}{N}\int_0^\Phi n(0,\Phi')\,d\Phi'.$$

The last term is dopant that landed and was later sputtered. A further $\Phi(1-P_0)$ never stayed in the target.

## (f) The volume of the implanted atoms

**Let every atom, host or dopant, occupy the volume $1/N$. How does the steady profile change?**

**Solution.** Implanted atoms now push material apart, so the drift towards the surface depends on depth. Let $w(x)$ be the distance moved towards the surface per unit fluence. The dopant balance becomes

$$\frac{\partial n}{\partial\Phi}=\frac{\partial(wn)}{\partial x}+g.$$

The same balance holds for all atoms together, whose density stays at $N$:

$$0=N\frac{dw}{dx}+g.$$

At the surface $Y$ atoms leave per ion, so $Nw(0)=Y$. Integrating from the surface, with $\int_0^xg\,du=P_0-Q(x)$,

$$w(x)=\frac{Y-P_0+Q(x)}{N}.$$

In the steady state $d(wn)/dx=-g$. Both $wn$ and $Q$ vanish at great depth, so $wn=Q$ and

$$n_\infty(x)=\frac{N\,Q(x)}{Y-P_0+Q(x)},\qquad Y>P_0.$$

At $x=0$ the denominator is $Y$, and the surface density is still $NP_0/Y$. Deeper down the density exceeds the earlier result by the factor $Y/(Y-P_0+Q)$, which grows to $Y/(Y-P_0)$ in the tail. Fresh material approaches the implanted zone more slowly than before and collects more dopant on the way. For $Y\gg1$ the relative change is at most about $1/Y$, which justifies the neglect made so far. For $Y<P_0$ more atoms land than leave, the target grows, and this steady state does not exist.

For $Y$ of order one or less the formula of (b) is still close to the profile at low fluence. The neglected displacement is at most $P_0\Phi/N$, and the neglected dilution is of relative order $n/N$. Both have little effect on the main part of the profile if $\Phi/N\ll\sigma$. For $Y$ up to about one, however, the neglected displacement can be as large as the erosion shift $Y\Phi/(2N)$ that the formula adds, so the formula offers no real gain over the plain Gaussian $\Phi g(x)$.

## (g) A numerical case

**Take $N=5\times10^{22}\ \mathrm{cm^{-3}}$, $Y=10$, $R_p=20$ nm and $\sigma=8$ nm. Describe the profile from $5\times10^{15}$ to $4\times10^{16}\ \mathrm{cm^{-2}}$ and judge the approximations.**

**Solution.** These are round model parameters, not those of a particular ion and target. The density scale is $N/Y=5\times10^{21}\ \mathrm{cm^{-3}}$, and $P_0=0.994$. At $\Phi=5\times10^{15}\ \mathrm{cm^{-2}}$ the eroded depth is

$$d=\frac{10\times5\times10^{15}}{5\times10^{22}}\ \mathrm{cm}=10^{-6}\ \mathrm{cm}=10\ \mathrm{nm}.$$

The peak is at $20-10/2=15$ nm. The other fluences follow in the same way, with the volume of the implanted atoms neglected (densities in $10^{21}\ \mathrm{cm^{-3}}$, fluence and dose in $10^{16}\ \mathrm{cm^{-2}}$):

| $\Phi$ | $d$ (nm) | $x_{\rm peak}$ (nm) | $n_{\rm peak}$ | $n(0)$ | $D$ |
|---|---|---|---|---|---|
| 0.5 | 10 | 15 | 2.34 | 0.50 | 0.48 |
| 1 | 20 | 10 | 3.94 | 2.47 | 0.84 |
| 2 | 40 | 0 | 4.94 | 4.94 | 1.00 |
| 4 | 80 | 0 | 4.97 | 4.97 | 1.00 |

At the lowest fluence $d$ is still small enough for the expansion of (c) to give the peak density well. Without erosion the peak would be $\Phi g(R_p)=2.49\times10^{21}\ \mathrm{cm^{-3}}$. The correction factor is $1-10^2/(24\times8^2)=0.935$, which gives $2.33\times10^{21}$, close to the full value of $2.34\times10^{21}\ \mathrm{cm^{-3}}$.

With the volume of the implanted atoms neglected, saturation to 1% requires $d_{99}=38.6$ nm, which is $R_p+2.33\,\sigma$, or

$$\Phi_{99}=5\times10^{21}\times38.6\times10^{-7}\ \mathrm{cm^{-2}}=1.93\times10^{16}\ \mathrm{cm^{-2}}.$$

This is slightly before the peak reaches the surface at $d=40$ nm. In the same approximation, doubling the fluence from 2 to $4\times10^{16}\ \mathrm{cm^{-2}}$ raises the retained dose by less than 0.1%. Still with that volume neglected, of the first $2\times10^{16}\ \mathrm{cm^{-2}}$ ions $1.00\times10^{16}$ remain, $0.988\times10^{16}$ were sputtered again and $0.012\times10^{16}$ never landed. The three parts add up to the fluence.

The steady surface contains 9.9% dopant, so the volume of the implanted atoms is not quite negligible. At 20 nm, where $Q=0.5$, it raises the steady density from $2.50$ to $2.63\times10^{21}\ \mathrm{cm^{-3}}$, by 5%. At 40 nm the rise is 11%, near the limiting factor $10/(10-0.994)=1.11$, but the density there is below 1% of its surface value. At $\Phi=10^{16}\ \mathrm{cm^{-2}}$ the implanted volume changes the density by at most 2.3% of $N/Y$.

These results were tested against a layer-by-layer calculation that deposits small Gaussian increments below the current surface and strips atoms from the top, without using the differential equation. With the implanted volume neglected, its profiles agree with the error-function formula to about $3\times10^{-6}$ of $N/Y$. With that volume included, its steady profile agrees with (f) to a relative $5\times10^{-4}$ at depths below 45 nm. The values are listed in the numerical output.

This agreement concerns the solution of the model, not its fitness for a given target. At a dopant content near 10%, the yield and range may change with composition. Mixing or diffusion over distances comparable with $\sigma$ would add transport terms to the equation of (a), and the error-function profile would then no longer be its solution. If the dopant sputters more or less readily than the host, the composition of the outermost atomic layer changes. Without mixing, however, the steady density just below that layer is still about $NP_0/Y$, with $Y$ the actual total yield, because the dopant that leaves per ion must equal the dopant that lands.

## Table of computed values

```
atomic density N = 5.000e+22 cm^-3
sputter yield Y = 10.0 atoms/ion
projected range Rp = 20.0 nm
straggling sigma = 8.0 nm
density scale N/Y = 5.000e+21 cm^-3
fraction of ions landing in target P0 = 0.99379
fluence = 5.00e+15 cm^-2
  eroded depth = 10.0 nm
  peak depth = 15.0 nm
  peak density = 2.3401e+21 cm^-3
  surface density = 4.9720e+20 cm^-3
  retained dose = 4.8057e+15 cm^-2
fluence = 1.00e+16 cm^-2
  eroded depth = 20.0 nm
  peak depth = 10.0 nm
  peak density = 3.9435e+21 cm^-3
  surface density = 2.4690e+21 cm^-3
  retained dose = 8.4122e+15 cm^-2
fluence = 2.00e+16 cm^-2
  eroded depth = 40.0 nm
  peak depth = 0.0 nm
  peak density = 4.9379e+21 cm^-3
  surface density = 4.9379e+21 cm^-3
  retained dose = 1.0000e+16 cm^-2
fluence = 4.00e+16 cm^-2
  eroded depth = 80.0 nm
  peak depth = 0.0 nm
  peak density = 4.9690e+21 cm^-3
  surface density = 4.9690e+21 cm^-3
  retained dose = 1.0008e+16 cm^-2
steady surface density = 4.9690e+21 cm^-3
steady surface atomic fraction = 9.938 %
steady retained dose = 1.0008e+16 cm^-2
fluence for 99% saturation = 1.9315e+16 cm^-2
eroded depth at 99% saturation = 38.63 nm
budget at fluence 2.00e+16 cm^-2:
  retained = 1.0000e+16 cm^-2
  sputtered again = 9.8758e+15 cm^-2
  never landed = 1.2419e+14 cm^-2
steady density at 0 nm, no swelling = 4.9690e+21 cm^-3
steady density at 0 nm, swelling = 4.9690e+21 cm^-3
steady density at 20 nm, no swelling = 2.5000e+21 cm^-3
steady density at 20 nm, swelling = 2.6299e+21 cm^-3
steady density at 40 nm, no swelling = 3.1048e+19 cm^-3
steady density at 40 nm, swelling = 3.4451e+19 cm^-3
deep-tail swelling factor Y/(Y-P0) = 1.1103
largest swelling shift at 1e16 cm^-2 = 2.33 % of N/Y
largest profile error vs layers = 2.9e-06 of N/Y
largest relative dose error vs layers = 4.7e-08
largest relative steady swelling error = 4.9e-04
```
